# How Gaussian thickness fluctuations weaken oscillatory interlayer coupling

**Question**

Two ferromagnetic films are separated by a metallic spacer, and their coupling oscillates with spacer thickness at two periods, 2.6 and 5.9 monolayers (ML). I have to average over Gaussian thickness fluctuations of 0.8 ML and show that the two oscillations keep about 15 and 70 percent of their amplitudes.

Since a real spacer has whole atomic layers, I used three terrace heights: one layer less, the nominal thickness and one layer more. Area shares of 0.32, 0.36 and 0.32 give a standard deviation of 0.8 ML. My factor for the long period is 0.67, which looks fine, but for the short period I get −0.12. How can an average reverse an oscillation, and where do the 15 percent come from? Would the result survive in a real trilayer, where the coupling also decays with thickness and the sample is at room temperature?

**Answer**

Your arithmetic is right, but your distribution is not Gaussian, and the short period is sensitive to the difference. I first do the Gaussian average, then return to your three levels, and then estimate what the simple average omits.

**What is being averaged**

Let \(D\) be the local spacer thickness in monolayers and \(\phi\) the angle between the two magnetizations. I write the coupling energy per area as

\[
E=-J(D)\cos\phi ,
\]

so \(J>0\) favours parallel and \(J<0\) antiparallel alignment. If each magnetization is uniform across the terraces, \(\phi\) is the same everywhere and \(\cos\phi\) comes out of the area average. The films then feel

\[
\bar J(t)=\int P(x)\,J(t+x)\,dx,\qquad
P(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma},
\]

where \(t\) is the mean thickness and \(x=D-t\). This asks two things of the terraces. They must be wide enough for a local thickness to define a local coupling, and narrow enough for exchange stiffness to hold each magnetization nearly uniform. I take "fluctuations of 0.8 ML" to mean the standard deviation \(\sigma\) of the thickness. If both interfaces undulate together, \(D\) does not change, so \(\sigma\) is not the height roughness of one interface.

**The Gaussian factor**

Take one component \(a\sin(qD+\alpha)\) with \(q=2\pi/\Lambda\), and treat \(a\) as constant over the spread for now. The addition theorem gives

\[
\sin(qt+\alpha+qx)=\sin(qt+\alpha)\cos(qx)+\cos(qt+\alpha)\sin(qx).
\]

Because \(P\) is even, the term with \(\sin(qx)\) integrates to zero. Hence

\[
\langle a\sin(qD+\alpha)\rangle=R(q)\,a\sin(qt+\alpha),\qquad
R(q)=\int_{-\infty}^{\infty}P(x)\cos(qx)\,dx .
\]

The period and the phase survive, and only the amplitude changes. To find \(R\), differentiate with respect to \(q\) and use \(P'(x)=-xP(x)/\sigma^2\), that is, \(xP=-\sigma^2P'\):

\[
\frac{dR}{dq}=-\int xP\sin(qx)\,dx
=\sigma^2\int P'\sin(qx)\,dx .
\]

Integrate by parts. The boundary term vanishes because \(P\) does, so

\[
\frac{dR}{dq}=-\sigma^2q\int P\cos(qx)\,dx=-\sigma^2q\,R .
\]

With \(R(0)=1\), the normalization of \(P\), the solution is

\[
R=e^{-\sigma^2q^2/2}=\exp\!\left(-\frac{2\pi^2\sigma^2}{\Lambda^2}\right).
\]

Now insert the numbers:

\[
\Lambda=2.6:\quad \frac{2\pi^2(0.8)^2}{(2.6)^2}=1.869,\qquad R=e^{-1.869}=0.154,
\]

\[
\Lambda=5.9:\quad \frac{2\pi^2(0.8)^2}{(5.9)^2}=0.363,\qquad R=e^{-0.363}=0.696.
\]

These are the 15 and 70 percent.

For \(\sigma\ll\Lambda\) the loss is small, \(1-R\approx2\pi^2\sigma^2/\Lambda^2\). The amplitude has dropped to \(1/e\) when \(\sigma=\Lambda/(\sqrt2\,\pi)\), a little under a quarter of a period. The meaning of "0.8 ML" matters too. Read as a full width at half maximum, it would mean \(\sigma=0.34\) ML, and the fractions for a continuous thickness would be 0.71 and 0.94. So narrow a spread cannot be treated as continuous in a spacer of whole layers, where the factors then depend strongly on the mean thickness.

**Why three levels give a negative number**

Your distribution is also even, so its factor is

\[
R_3=0.36+0.64\cos q .
\]

For the short period \(\cos(2\pi/2.6)=-0.749\), which gives \(R_3=-0.119\). One layer is between a quarter and three quarters of that period, so \(\cos q\) is negative: the mean coupling of the two side terraces is −0.749 times that of the central one. Weighted by area, the sides contribute −0.48 and the centre +0.36, in units of the central coupling. The average really is reversed.

To see why equal variances do not suffice, expand the cosine for any even distribution:

\[
\langle\cos qx\rangle=1-\frac{q^2\langle x^2\rangle}{2}+\frac{q^4\langle x^4\rangle}{24}-\dots
\]

The variance fixes only the second term. Your levels have \(\langle x^4\rangle=0.64\), whereas a Gaussian has \(3\sigma^4=1.23\). For the long period \(q\sigma=0.85\), and the higher terms matter little: 0.670 against 0.696. For the short period \(q\sigma=1.93\), and they decide even the sign. The 70 percent is therefore fairly robust between these two distributions, while the 15 percent depends on the Gaussian shape.

**Whole layers with Gaussian weights**

Whole layers are not the problem in themselves. Give each integer thickness \(n\) a weight proportional to \(e^{-(n-t)^2/2\sigma^2}\). A periodic comb of delta functions has the Fourier series

\[
\sum_n\delta(x-n)=\sum_m e^{-2\pi imx}.
\]

Multiply by \(e^{-(x-t)^2/2\sigma^2}e^{iq(x-t)}\) and integrate. Each \(m\) gives the Gaussian integral already found, with \(q\) replaced by \(q-2\pi m\):

\[
\sum_n e^{-(n-t)^2/2\sigma^2}e^{iq(n-t)}
=\sqrt{2\pi}\,\sigma\sum_m e^{-2\pi imt}\,e^{-\sigma^2(q-2\pi m)^2/2}.
\]

Dividing by the same sum at \(q=0\) normalizes the weights. The term \(m=0\) is the continuous result. For the short period the next largest is \(m=1\), whose phase factor is \(+1\) at \(t=10\) and \(-1\) at \(t=10.5\). The retained fraction is accordingly 0.163 at 10 ML and 0.146 at 10.5 ML, on either side of 0.154. For the long period it stays at 0.70 at both thicknesses. "About 15 percent" is thus still a fair statement for whole layers with Gaussian weights of this width. Other whole-layer distributions differ: a Poisson distribution with the same variance has \(|R|=e^{-\sigma^2(1-\cos q)}\), which is 0.33 for the short period and 0.72 for the long one. Being skewed, it also shifts the phase, by about 1.1 rad for the short period and 0.1 rad for the long one.

**An example with two periods**

Consider a trilayer in the regime of Co/Cu/Co(001), with a rough layer spacing of 0.18 nm and a mean spacer of 10 ML, or 1.8 nm. As model inputs I choose local amplitudes at 10 ML of 2 meV/nm² for the short period and 1 meV/nm² for the long one, with zero phases and a \(1/D^2\) decay:

\[
J(D)=\left(\frac{10}{D}\right)^2\left[2\sin\frac{2\pi D}{2.6}+\sin\frac{2\pi D}{5.9}\right]\ \text{meV/nm}^2 .
\]

After averaging, the amplitudes at 10 ML are \(2\times0.154=0.31\) and \(1\times0.696=0.70\) meV/nm². The component that was twice as strong locally is now less than half as strong as the other.

The crossover roughness \(\sigma_c\) follows from setting the averaged amplitudes equal, \(a_se^{-2\pi^2\sigma_c^2/\Lambda_s^2}=a_le^{-2\pi^2\sigma_c^2/\Lambda_l^2}\). Taking logarithms and collecting \(\sigma_c^2\) gives

\[
\sigma_c^2=\frac{\ln(a_s/a_l)}{2\pi^2\left(1/\Lambda_s^2-1/\Lambda_l^2\right)} .
\]

For \(a_s/a_l=2\) this is \(\sigma_c=0.54\) ML. At these fixed local amplitudes, a continuous Gaussian spread above that value makes the long period dominate. For whole layers the \(m=1\) term is no longer small at this width. With Gaussian weights the crossover moves up to about 0.60 ML at a mean of 10 ML, while at a mean of 10.5 ML the long period is the larger one even for the narrowest weights.

At exactly 10 ML the two sines are −0.823 and −0.941, so a perfectly flat spacer has

\[
J=2(-0.823)+(-0.941)=-2.59\ \text{meV/nm}^2,
\]

while the simple average gives

\[
\bar J=0.309(-0.823)+0.696(-0.941)=-0.91\ \text{meV/nm}^2 .
\]

The full sum over whole layers, including the decay, gives −0.93 meV/nm², or −0.15 mJ/m², against −0.41 mJ/m² for the flat spacer. The coupling remains antiparallel but loses almost two thirds of its strength.

**What the decay with thickness does**

Thinner places couple more strongly, so they count for more in the average. To include this, complete the square in the exponent:

\[
-\frac{x^2}{2\sigma^2}+iqx=-\frac{(x-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.
\]

The last term is the old factor \(R\). Now move the integration path up by \(iq\sigma^2\). The function \(1/D^2\) is analytic away from \(D=0\), and for \(t\gg\sigma\) the Gaussian weight near that point, and at the ends of a path kept clear of it, is negligible. The mean thickness is thereby replaced by \(s=t+iq\sigma^2\):

\[
\left\langle\frac{e^{iqx}}{(t+x)^2}\right\rangle
\simeq R\left\langle\frac1{(s+x)^2}\right\rangle
\simeq\frac{R}{s^2}\left(1+\frac{3\sigma^2}{s^2}\right).
\]

The last step uses \((1+x/s)^{-2}=1-2x/s+3x^2/s^2-\dots\) with \(\langle x\rangle=0\) and \(\langle x^2\rangle=\sigma^2\). Relative to \(R/t^2\), the correction is

\[
C=\left(\frac ts\right)^2\left(1+\frac{3\sigma^2}{s^2}\right).
\]

Direct integration at 10 ML shows that the decay multiplies the short-period amplitude by 0.995 and the long-period one by 1.015, within 0.001 of \(|C|\), so the retained fractions barely move. The phases shift by −0.31 and −0.14 rad. To leading order the phase is \(-2q\sigma^2/t\), which is the same thickness shift \(2\sigma^2/t\approx0.13\) ML for both periods: the average at \(t\) looks like that of a slightly thinner spacer.

A small shift can matter where \(\bar J\) is nearly zero. At 9 ML the simple formula gives −0.05 meV/nm², while the full layer sum gives +0.20 meV/nm², so the predicted sign of \(\bar J\) changes. This is the largest discrepancy for whole-number means from 8 to 13 ML. Most of it comes from the decay: with the factors \(C\) alone the simple value becomes +0.21 meV/nm², and the whole layers account for the small remainder. When the terms \(m=-1\) to \(2\) of the layer sum are kept, each with its own factor \(C\), the result agrees with the full sum within 0.005 meV/nm² at all six thicknesses.

Roughness can also reverse the sign relative to a flat spacer. At 11 ML the flat value is +1.02 meV/nm², where the short period wins, but the full average is −0.24 meV/nm², because the long period now prevails.

**Room temperature**

Here I use atomic units, so \(\hbar=1\), and \(D\) is a length. For independent electrons let \(N(E)\) be the number of states below energy \(E\). The grand potential at zero temperature obeys \(\Omega_0'(E)=-N(E)\), and at temperature \(T\), with Fermi function \(f\),

\[
\Omega(T)=-\int N f\,dE=\int\Omega_0' f\,dE=\int\Omega_0(E)\,[-f'(E)]\,dE .
\]

Temperature therefore averages the zero-temperature oscillation over the Fermi window. The oscillation comes from a wave vector joining two Fermi-surface points with opposite velocities \(\pm v\) across the spacer, so \(dq/dE=2/v\). I neglect the energy dependence of the amplitude and phase. With \(u=(E-\mu)/k_BT\), where \(\mu\) is the chemical potential, and \(b=2Dk_BT/v\), the even window leaves the factor

\[
F=\int_{-\infty}^{\infty}\frac{e^{u}}{(1+e^{u})^2}\,e^{ibu}\,du .
\]

Substitute \(y=e^u/(1+e^u)\), for which \(dy=e^u\,du/(1+e^u)^2\) and \(e^u=y/(1-y)\):

\[
F=\int_0^1y^{ib}(1-y)^{-ib}dy=\Gamma(1+ib)\,\Gamma(1-ib)=\frac{\pi b}{\sinh\pi b}.
\]

This is \(X/\sinh X\) with \(X=2\pi k_BTD/v\), or \(2\pi k_BTD/(\hbar v)\) in ordinary units. For 1.8 nm, 300 K and a rough velocity of \(10^6\) m/s for both periods, \(X=0.44\) and \(F=0.97\). In this model heating costs about 3 percent of the amplitude, far less than the roughness does. A smaller velocity or a thicker spacer would increase the loss: \(6.7\times10^5\) m/s gives \(F=0.93\). The neglected energy dependence of the reflection at the magnetic films can add to it. For free electrons reflected by a step 0.1 to 1 eV above \(\mu\), the loss of the first harmonic at \(10^6\) m/s rises to about 5 to 6 percent. The 3 percent is therefore a property of this simplified model, not a prediction for Co/Cu/Co.

**Are the magnetizations really uniform?**

The local coupling at 10 ML fluctuates with an rms of 1.71 meV/nm² about its mean, which is more than the mean itself. In the estimate below, exchange stiffness is what keeps the magnetizations from following it; anisotropy and magnetostatic energy are left out. For an estimate, replace the fluctuation by \(\delta J\cos kx\) with the same rms, so \(\delta J=\sqrt2\times1.71=2.42\) meV/nm².

Let the magnetization of one film, of thickness \(d\), turn by a small angle \(\theta=g(z)\cos kx\), with \(z=0\) at the spacer. The stiffness energy density is \(A(\nabla\theta)^2\). Minimizing it inside the film requires \(g''=k^2g\), and the free outer surface requires \(g'(d)=0\). Hence

\[
g(z)=g_0\frac{\cosh k(d-z)}{\cosh kd},\qquad g'(0)=-g_0k\tanh kd .
\]

The lateral means of \(\cos^2kx\) and \(\sin^2kx\) are both \(1/2\). Integrating \(g'^2\) by parts, the stiffness energy per area is

\[
\frac A2\int_0^d(g'^2+k^2g^2)\,dz=\frac A2\big[gg'\big]_0^d=\frac A2\,k\tanh(kd)\,g_0^2 .
\]

To first order in the tilt, and with \(g_0\) counted positive in the favourable direction, the coupling gains \(\tfrac12\delta J\sin\phi\,g_0\) per film. Setting the derivative of the total with respect to \(g_0\) to zero gives

\[
g_0=\frac{\delta J\sin\phi}{2Ak\tanh kd} .
\]

Each film lowers the energy by \(\delta J^2\sin^2\phi/[8Ak\tanh(kd)]\). Two identical films give

\[
\Delta E=-B\sin^2\phi,\qquad B=\frac{\delta J^2}{4Ak\tanh kd},
\]

a biquadratic coupling that favours 90°. With rough values \(A=125\) meV/nm for cobalt, \(d=2\) nm and a lateral period of 20 nm (\(k=0.314\) nm⁻¹), the tilt amplitude at \(\phi=90^\circ\) is 3.2° and \(B=0.067\) meV/nm².

The total energy \(-\bar J\cos\phi-B\sin^2\phi\) is stationary where \(\sin\phi\,(\bar J-2B\cos\phi)=0\). A canted solution needs \(|\bar J|<2B\). Here \(2B/|\bar J|=0.14\), so for this single-cosine landscape the films at 10 ML stay antiparallel and the uniform picture holds. Near zeros of \(\bar J\) the margin shrinks or vanishes: the same estimate gives 0.76 at 9 ML, 0.86 near 11.5 ML and 0.61 at 12 ML, and it exceeds 1 for means of about 9.0–9.2 and 12.2–12.4 ML, where the model is canted. A single cosine also tends to understate \(B\), because random terraces carry weight at small \(k\), where the stiffness is weak. For a random landscape the average of \(1/(Ak\tanh kd)\) over the spectrum diverges at small \(k\). Near antiparallel alignment the mean coupling itself resists the twist, which replaces \(Ak\tanh kd\) by \(Ak\tanh kd+|\bar J|\). With that term, a Gaussian-correlated landscape with the same rms and the same rms wave number gives a ratio at 10 ML of about 0.4 in two dimensions and about 0.7 for one-dimensional stripes. These are averages: wide patches that locally favour parallel alignment can still cant, especially in the stripe geometry. For \(kd\ll1\), \(B\) grows as the square of the lateral period. With the other inputs fixed, terraces a few times wider could produce canting, and the small-tilt estimate would then become doubtful.

**Compared with a real trilayer**

The two periods are those expected for copper in the (001) direction, and the other material parameters are rough typical values. The coupling amplitudes are chosen: a flat-spacer coupling of 0.41 mJ/m² at 1.8 nm is on the strong side, whereas an averaged value near 0.1 mJ/m² is a more ordinary size. The Gaussian shape is also an assumption, because growth sets the actual distribution of thicknesses. At the same variance, your three levels move the short-period factor from 0.15 to −0.12 but the long-period one only from 0.70 to 0.67. Interface mixing, pinholes and the magnetostatic coupling of wavy interfaces are left out, and I have not estimated them. To predict the sign of the coupling near a zero of \(\bar J\), you would need the measured thickness distribution as well as its standard deviation. The numerical output below lists the values for the other thicknesses.

## Table of computed values

```
thickness standard deviation: 0.8 ML
short period: 2.6 ML = 0.468 nm
short exponent: 1.8688
short retained fraction: 0.1543 = 15.4 percent
long period: 5.9 ML = 1.062 nm
long exponent: 0.3629
long retained fraction: 0.6956 = 69.6 percent
sigma if 0.8 ML were a full width: 0.340 ML
short fraction in that case: 0.714
long fraction in that case: 0.937
short amplitude at 10 ML, local: 2.00, averaged: 0.309 meV/nm^2
long amplitude at 10 ML, local: 1.00, averaged: 0.696 meV/nm^2
crossover standard deviation: 0.543 ML
short whole-layer fraction, mean 10 ML: 0.1627, mean 10.5 ML: 0.1459
long whole-layer fraction, mean 10 ML: 0.6958, mean 10.5 ML: 0.6955
short factor for three levels, same variance: -0.119
long factor for three levels, same variance: 0.670
three-level area shares: 0.32, 0.36, 0.32
short decay correction at 10 ML: amplitude x 0.9946, phase -0.313 rad
long decay correction at 10 ML: amplitude x 1.0148, phase -0.139 rad
mean ML | ideal J | simple average | full average (meV/nm^2)
 8 |   2.681 |   1.079 |   1.046
 9 |   0.395 |  -0.045 |   0.200
10 |  -2.587 |  -0.908 |  -0.926
11 |   1.019 |  -0.179 |  -0.237
12 |  -0.774 |  -0.040 |  -0.058
13 |   0.567 |   0.394 |   0.343
largest simple-full difference in table: 0.246 meV/nm^2
ideal J at 10 ML: -0.414 mJ/m^2
full average J at 10 ML: -0.148 mJ/m^2
layer spacing: 0.18 nm, mean spacer: 1.80 nm
Fermi velocity: 1.0e+06 m/s, temperature: 300 K
thermal X: 0.444, factor: 0.968
stiffness: 125 meV/nm, magnetic film: 2.0 nm
lateral period: 20 nm, wave number: 0.314 1/nm
rms local coupling fluctuation: 1.710 meV/nm^2
equivalent cosine amplitude: 2.418 meV/nm^2
tilt amplitude at 90 degrees: 3.17 degrees
biquadratic coupling B: 0.0669 meV/nm^2
ratio 2B/|average J|: 0.144
angle of lowest energy: 180.0 degrees
```
